# Double macroscopic averaging and the alignment error from a mismatched length: test program

```python
"""Planar and double macroscopic averaging of a synthetic interface potential.

Result under test: box averages of lengths L1 and L2 multiply a bulk harmonic
n of period a by sinc(pi n L1/a) sinc(pi n L2/a), with sinc x = sin x / x.
Matched lengths give the exact potential lineup; L1 = a_left (1 + delta)
adds a ripple, linear in delta, to the left reading only.
Energies are in eV and lengths in angstrom. V is electron potential energy.
Each atom is a Gaussian well; a smooth dipole step separates the two slabs.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import erf

hartree = physical_constants["Hartree energy in eV"][0]
a_left, a_right, periods, side = 4.0, 5.0, 8, 4.0
interface = periods * a_left
cell = interface + periods * a_right
dipole_step, dipole_width = 2.0, 0.8
# Each entry: z offset in the period, well depth, Gaussian width, x, y
left_basis = [(2.0, 150.0, 0.6, 0.0, 0.0)]
right_basis = [(1.25, 150.0, 0.6, 0.0, 0.0), (3.5, 100.0, 0.5, 2.0, 2.0)]
atoms = [(k * a_left + b[0],) + b[1:] for k in range(periods) for b in left_basis]
atoms += [(interface + k * a_right + b[0],) + b[1:]
          for k in range(periods) for b in right_basis]


def gaussian(distance, width, period):
    return sum(np.exp(-(distance + k * period)**2 / (2 * width**2))
               for k in range(-2, 3))


def dipole_profile(z):
    z = np.mod(z, cell)
    scale = np.sqrt(2) * dipole_width
    return dipole_step / 2 * sum(
        erf((z - interface - k * cell) / scale) - erf((z - cell - k * cell) / scale)
        for k in (-1, 0, 1))


def analytic_planar(z):
    z = np.mod(z, cell)
    total = dipole_profile(z)
    for position, depth, width, _, _ in atoms:
        total = total - (depth * 2 * np.pi * width**2 / side**2
                         * gaussian(z - position, width, cell))
    return total


# Three-dimensional potential and its planar average
n_side, n_z = 16, 500
x = np.arange(n_side) * side / n_side
h = cell / n_z
z_grid = np.arange(n_z) * h
potential = np.zeros((n_side, n_side, n_z)) + dipole_profile(z_grid)
for position, depth, width, x0, y0 in atoms:
    potential -= (depth * gaussian(x - x0, width, side)[:, None, None]
                  * gaussian(x - y0, width, side)[None, :, None]
                  * gaussian(z_grid - position, width, cell)[None, None, :])
planar = potential.mean(axis=(0, 1))
planar_difference = np.max(np.abs(planar - analytic_planar(z_grid)))
assert planar_difference < 1e-9

# Box averages applied to the Fourier components of the sampled profile
coefficients = np.fft.fft(planar) / n_z
q_grid = 2 * np.pi * np.fft.fftfreq(n_z, h)


def averaged(z, *lengths):
    filtered = coefficients.copy()
    for length in lengths:
        filtered = filtered * np.sinc(q_grid * length / (2 * np.pi))
    return np.real(np.exp(1j * np.outer(np.atleast_1d(z), q_grid)) @ filtered)


# Direct double integral from the definition, also close to the interface
nodes, weights = np.polynomial.legendre.leggauss(60)
quadrature_difference = 0.0
for point in (16.0, 28.0, 31.0, 33.0, 52.0):
    shifts = nodes[:, None] * a_left / 2 + nodes[None, :] * a_right / 2
    direct = weights @ analytic_planar(point + shifts) @ weights / 4
    difference = abs(direct - averaged(point, a_left, a_right)[0])
    quadrature_difference = max(quadrature_difference, difference)
assert quadrature_difference < 1e-8


# Bulk Fourier components, means and predicted ripple
def bulk_component(n, basis, start, period):
    q = 2 * np.pi * n / period
    return -sum((2 * np.pi)**1.5 * b[2]**3 * b[1] / side**2 / period
                * np.exp(-(q * b[2])**2 / 2 - 1j * q * (start + b[0])) for b in basis)


def ripple(z, basis, start, period, transfer):
    total = np.zeros_like(z)
    for n in range(1, 21):
        q = 2 * np.pi * n / period
        total += 2 * np.real(bulk_component(n, basis, start, period)
                             * transfer(q) * np.exp(1j * q * z))
    return total


def boxes(*lengths):
    return lambda q: np.prod([np.sinc(q * s / (2 * np.pi)) for s in lengths])


left_bulk = (left_basis, 0.0, a_left)
right_bulk = (right_basis, interface, a_right)
mean_left = bulk_component(0, *left_bulk).real
mean_right = bulk_component(0, *right_bulk).real + dipole_step
lineup = mean_right - mean_left
z_left = 14.0 + a_left * np.arange(200) / 200
z_right = 49.5 + a_right * np.arange(200) / 200


def peak(values):
    return np.max(np.abs(values))


matched_left = averaged(z_left, a_left, a_right)
matched_right = averaged(z_right, a_left, a_right)
matched_error = max(peak(matched_left - mean_left), peak(matched_right - mean_right))
assert matched_error < 1e-8

print(f"Periods left, right: {a_left:.1f}, {a_right:.1f} angstrom")
print(f"Periods per slab: {periods}; supercell length: {cell:.1f} angstrom")
print(f"Lateral cell side: {side:.1f} angstrom")
for name, basis in (("Left", left_basis), ("Right", right_basis)):
    for b in basis:
        print(f"{name} well: offset {b[0]:.2f} angstrom, depth {b[1]:.0f} eV, "
              f"width {b[2]:.1f} angstrom")
print(f"Dipole step: {dipole_step:.1f} eV; width: {dipole_width:.1f} angstrom")
print(f"Grid: {n_side} x {n_side} x {n_z}; z spacing: {h:.3f} angstrom")
in_left = (z_grid > 12) & (z_grid < 20)
print(f"Planar profile, left bulk, min and max: {planar[in_left].min():.3f}, "
      f"{planar[in_left].max():.3f} eV")
print(f"Planar average, grid minus analytic, max: {planar_difference:.1e} eV")
print(f"Double average, Fourier minus quadrature, max: {quadrature_difference:.1e} eV")
print(f"Exact bulk means left, right: {mean_left:.4f}, {mean_right:.4f} eV")
print(f"Exact lineup: {lineup:.4f} eV = {lineup / hartree:.5f} hartree")
measured = matched_right[0] - matched_left[0]
print(f"Measured lineup, matched lengths: {measured:.4f} eV")
print(f"Largest plateau error, matched lengths: {matched_error:.1e} eV")

# Mismatch of the first length
half_period_profile = averaged(z_left + a_left / 2, a_right) - mean_left
slope = peak(half_period_profile)
print(f"First-order error per unit delta, peak: {slope:.4f} eV")
for delta in (-0.05, 0.01, 0.02, 0.05, 0.10):
    length = a_left * (1 + delta)
    error_left = averaged(z_left, length, a_right) - mean_left
    error_right = averaged(z_right, length, a_right) - mean_right
    predicted = ripple(z_left, *left_bulk, boxes(length, a_right))
    assert peak(error_left - predicted) < 1e-8
    assert peak(error_right) < 1e-8
    assert abs(error_left.mean()) < 1e-8
    print(f"delta {100 * delta:+.0f} %: L1 {length:.2f} angstrom, peak error "
          f"{peak(error_left):.5f} eV, first order {abs(delta) * slope:.5f} eV")


def first_order_remainder(delta):
    error = averaged(z_left, a_left * (1 + delta), a_right) - mean_left
    return peak(error / delta - half_period_profile)


remainder_ratio = first_order_remainder(0.01) / first_order_remainder(0.005)
assert abs(remainder_ratio - 2) < 0.1
print(f"Remainder of error/delta, ratio for delta 1 % to 0.5 %: {remainder_ratio:.3f}")

# One pair of reading points and the leading harmonics
delta = 0.05
length = a_left * (1 + delta)
read_left = averaged(16.0, length, a_right)[0]
read_right = averaged(52.0, length, a_right)[0]
print(f"delta 5 %, readings at z = 16 and 52 angstrom: {read_left:.4f}, "
      f"{read_right:.4f} eV")
reading_error = read_right - read_left - lineup
print(f"Lineup from these readings: {read_right - read_left:.4f} eV")
print(f"Its error: {reading_error:+.5f} eV = {reading_error / hartree:+.6f} hartree")
for n in (1, 2):
    amplitude = abs(bulk_component(n, *left_bulk))
    factor_1, factor_2 = np.sinc(n * length / a_left), np.sinc(n * a_right / a_left)
    print(f"Harmonic {n}: |v_n| {amplitude:.4f} eV, factors {factor_1:+.5f}, "
          f"{factor_2:+.5f}, ripple {2 * amplitude * abs(factor_1 * factor_2):.5f} eV")

# Choice of boxes: error on the right plateau
for label, lengths in (("one box a_left", (a_left,)),
                       ("two boxes a_left, a_left", (a_left, a_left)),
                       ("two boxes a_left, a_right", (a_left, a_right))):
    error_right = averaged(z_right, *lengths) - mean_right
    predicted = ripple(z_right, *right_bulk, boxes(*lengths))
    assert peak(error_right - predicted) < 1e-8
    assert peak(averaged(z_left, *lengths) - mean_left) < 1e-8
    print(f"Right peak error, {label}: {peak(error_right):.5f} eV")


# Additional reading average over the same wrong length
def repeated_error(delta):
    wrong = a_left * (1 + delta)
    return peak(averaged(z_left, wrong, wrong, a_right) - mean_left)


repeat_ratio = repeated_error(0.02) / repeated_error(0.01)
assert abs(repeat_ratio - 4) < 0.15
print(f"Peak error after extra average over L1, delta 5 %: {repeated_error(0.05):.5f} eV")
print(f"Its ratio for delta 2 % to 1 %: {repeat_ratio:.3f}")


# Running means with whole numbers of samples
def running_mean(values, count):
    return sum(np.roll(values, -k) for k in range(count)) / count


def sampled_errors(profile, spacing):
    counts = [int(round(a / spacing)) for a in (a_left, a_right)]
    smooth = running_mean(running_mean(profile, counts[0]), counts[1])
    centres = np.arange(len(profile)) * spacing + (sum(counts) - 2) * spacing / 2
    centres = np.mod(centres, cell)

    def transfer(q):
        return np.prod([np.sin(m * q * spacing / 2) / (m * np.sin(q * spacing / 2))
                        for m in counts])

    errors = []
    for low, high, bulk, mean in ((12, 20, left_bulk, mean_left),
                                  (47, 57, right_bulk, mean_right)):
        chosen = (centres > low) & (centres < high)
        error = smooth[chosen] - mean
        assert peak(error - ripple(centres[chosen], *bulk, transfer)) < 1e-8
        errors.append(error)
    return counts, errors


counts, (round_left, round_right) = sampled_errors(planar, h)
worst = max(round_right.max() - round_left.min(), round_left.max() - round_right.min())
print(f"Rounded windows: {counts[0]}, {counts[1]} samples = {counts[0] * h:.3f}, "
      f"{counts[1] * h:.3f} angstrom")
print(f"Rounding mismatch left, right: {100 * (counts[0] * h / a_left - 1):.2f}, "
      f"{100 * (counts[1] * h / a_right - 1):.2f} %")
print(f"Rounding peak error left, right: {peak(round_left):.5f}, "
      f"{peak(round_right):.5f} eV")
print(f"Rounding, worst lineup error: {worst:.5f} eV")
fine_h = cell / 720
fine_counts, fine_errors = sampled_errors(analytic_planar(np.arange(720) * fine_h), fine_h)
fine_peak = max(peak(e) for e in fine_errors)
assert fine_peak < 1e-8 < worst
print(f"Commensurate spacing {fine_h:.3f} angstrom, windows {fine_counts[0]}, "
      f"{fine_counts[1]} samples: peak error {fine_peak:.1e} eV")

# Matched lengths, but a reading point close to the interface
near, clear = (averaged(interface - d, a_left, a_right)[0] - mean_left for d in (3.0, 9.0))
assert abs(near) > 0.01 and abs(clear) < 1e-6
print(f"Half-width of matched window: {(a_left + a_right) / 2:.2f} angstrom")
print(f"Matched error 3 angstrom from interface: {near:+.4f} eV")
print(f"Matched error 9 angstrom from interface: {clear:+.1e} eV")
print("PASS")
```

Output:

```
Periods left, right: 4.0, 5.0 angstrom
Periods per slab: 8; supercell length: 72.0 angstrom
Lateral cell side: 4.0 angstrom
Left well: offset 2.00 angstrom, depth 150 eV, width 0.6 angstrom
Right well: offset 1.25 angstrom, depth 150 eV, width 0.6 angstrom
Right well: offset 3.50 angstrom, depth 100 eV, width 0.5 angstrom
Dipole step: 2.0 eV; width: 0.8 angstrom
Grid: 16 x 16 x 500; z spacing: 0.144 angstrom
Planar profile, left bulk, min and max: -21.206, -0.165 eV
Planar average, grid minus analytic, max: 4.3e-14 eV
Double average, Fourier minus quadrature, max: 1.6e-14 eV
Exact bulk means left, right: -7.9732, -6.8395 eV
Exact lineup: 1.1338 eV = 0.04167 hartree
Measured lineup, matched lengths: 1.1338 eV
Largest plateau error, matched lengths: 1.2e-14 eV
First-order error per unit delta, peak: 2.2028 eV
delta -5 %: L1 3.80 angstrom, peak error 0.11521 eV, first order 0.11014 eV
delta +1 %: L1 4.04 angstrom, peak error 0.02180 eV, first order 0.02203 eV
delta +2 %: L1 4.08 angstrom, peak error 0.04315 eV, first order 0.04406 eV
delta +5 %: L1 4.20 angstrom, peak error 0.10424 eV, first order 0.11014 eV
delta +10 %: L1 4.40 angstrom, peak error 0.19527 eV, first order 0.22028 eV
Remainder of error/delta, ratio for delta 1 % to 0.5 %: 2.015
delta 5 %, readings at z = 16 and 52 angstrom: -7.9012, -6.8395 eV
Lineup from these readings: 1.0617 eV
Its error: -0.07205 eV = -0.002648 hartree
Harmonic 1: |v_n| 5.1139 eV, factors -0.04742, -0.18006, ripple 0.08734 eV
Harmonic 2: |v_n| 1.3493 eV, factors +0.04684, +0.12732, ripple 0.01609 eV
Right peak error, one box a_left: 2.53767 eV
Right peak error, two boxes a_left, a_left: 0.53480 eV
Right peak error, two boxes a_left, a_right: 0.00000 eV
Peak error after extra average over L1, delta 5 %: 0.00493 eV
Its ratio for delta 2 % to 1 %: 3.916
Rounded windows: 28, 35 samples = 4.032, 5.040 angstrom
Rounding mismatch left, right: 0.80, 0.80 %
Rounding peak error left, right: 0.01783, 0.01964 eV
Rounding, worst lineup error: 0.03748 eV
Commensurate spacing 0.100 angstrom, windows 40, 50 samples: peak error 1.1e-14 eV
Half-width of matched window: 4.50 angstrom
Matched error 3 angstrom from interface: -0.3611 eV
Matched error 9 angstrom from interface: +1.6e-11 eV
PASS
```
